# Utilisation of a Sputtering Target with a Straight Gaussian Groove

**The situation.** A flat strip of sputtering target has width $W=50$ mm, uniform thickness $D$ and length $L$. Ions erode one straight groove along it. The coordinate $x$ runs across the strip from $-W/2$ to $W/2$, and the depth $h(x,t)$ is counted positive into the metal. The rate of erosion is

$$\frac{\partial h}{\partial t}=R(t)\,g(x),\qquad g(x)=e^{-x^2/2\sigma^2},\qquad \sigma=5\ \text{mm}.$$

Here $R(t)\ge 0$ is the rate at the centre, which may vary with the discharge current. The length $\sigma$ is the standard deviation; the full width at half maximum is $2\sqrt{2\ln 2}\,\sigma=11.8$ mm. The target is flat at $t=0$, and the erosion is the same at every position along $L$. Breakthrough is the moment when the groove first reaches the back face. The utilisation $U$ is the volume sputtered by then, divided by the initial volume.

## Part (a): the shape at breakthrough

**Question.** Find the groove profile at breakthrough, and show that it does not depend on the history of the current.

**Answer.** Since $g$ does not depend on time, it comes out of the time integral:

$$h(x,t)=g(x)\int_0^t R(t')\,dt'\equiv s(t)\,g(x).$$

The quantity $s$ is the depth at the centre, because $g(0)=1$. Elsewhere $g(x)<1$, so the centre is the deepest point and is pierced first, when $s=D$. The profile is then

$$h(x)=D\,e^{-x^2/2\sigma^2}.$$

The current fixes when $s$ reaches $D$, but not the profile at that moment. This rests on the product form of the rate: if the lateral shape of the erosion changes during the run, the final profile is in general no longer this Gaussian. It can then depend on the history of the current if the shape varies with time or with the current, but not if the shape is fixed by the central depth alone, as in part (f)(i).

## Part (b): the utilisation

**Question.** Derive $U$ for the finite strip, and show that it is about 25 percent for any thickness.

**Answer.** The sputtered volume is $L$ times the area of the groove's cross-section, and the initial volume is $LWD$. Hence

$$U=\frac{L\int_{-W/2}^{W/2}D\,e^{-x^2/2\sigma^2}dx}{LWD}
=\frac1W\int_{-W/2}^{W/2}e^{-x^2/2\sigma^2}dx .$$

Both $L$ and $D$ cancel. Put $x=\sqrt2\,\sigma u$, so that $dx=\sqrt2\,\sigma\,du$ and the limits become $\pm W/(2\sqrt2\,\sigma)$. The integrand is even, so the integral is twice its value from zero. With the definition $\operatorname{erf}(z)=(2/\sqrt\pi)\int_0^z e^{-u^2}du$,

$$U=\frac{2\sqrt2\,\sigma}{W}\,\frac{\sqrt\pi}{2}\operatorname{erf}\!\left(\frac{W}{2\sqrt2\,\sigma}\right)
=\frac{\sqrt{2\pi}\,\sigma}{W}\operatorname{erf}\!\left(\frac{W}{2\sqrt2\,\sigma}\right).$$

For a narrow groove the error function tends to one. To see this, let $I=\int_{-\infty}^{\infty}e^{-u^2}du$ and write its square in polar coordinates:

$$I^2=\int\!\!\int e^{-(u^2+v^2)}du\,dv=2\pi\int_0^\infty e^{-r^2}r\,dr=\pi .$$

Thus $I=\sqrt\pi$, half of it is $\sqrt\pi/2$, and $\operatorname{erf}(\infty)=1$. Here the edges lie at $W/2=5\sigma$, and the missing tails lower $U$ by a relative $5.7\times10^{-7}$. Therefore

$$U\simeq\frac{\sqrt{2\pi}\,\sigma}{W}=\frac{2.5066\times5}{50}=0.2507,$$

or about 25 percent. Accumulating the erosion numerically in random steps up to breakthrough gives 25.07 percent for thicknesses of 3, 6 and 12 mm alike.

The groove removes as much metal as a rectangular slot of width $\sqrt{2\pi}\,\sigma=12.5$ mm cut through the full thickness. A thicker target lasts longer at the same rate, but in this model it wastes the same fraction.

## Part (c): displaced and wide grooves

**Question.** Generalise the result to a groove centred at $x=c$, with $|c|\le W/2$. Evaluate it for $c=10$ mm. Then examine a centred groove with $\sigma=20$ mm, and the limit $\sigma\to\infty$.

**Answer.** The deepest point is now at $x=c$, still on the target, so breakthrough again occurs at central depth $D$. With $x-c=\sqrt2\,\sigma u$, the limits are $-(W/2+c)/(\sqrt2\,\sigma)$ and $(W/2-c)/(\sqrt2\,\sigma)$. Splitting the integral at $u=0$ gives

$$U=\frac{\sigma}{W}\sqrt{\frac{\pi}{2}}\left[\operatorname{erf}\!\left(\frac{W/2-c}{\sqrt2\,\sigma}\right)+\operatorname{erf}\!\left(\frac{W/2+c}{\sqrt2\,\sigma}\right)\right].$$

For $\sigma=5$ mm and $c=10$ mm the edges are $3\sigma$ and $7\sigma$ from the centre. The first error function is $0.9973$ and the second is one to this precision, so

$$U=0.12533\times1.9973=0.2503 .$$

The displacement costs little because the near edge still lies in the far tail.

For a centred groove with $\sigma=20$ mm the edges are at $1.25\sigma$. The narrow-groove formula would give 100.3 percent, which is impossible. The full formula gives 79.1 percent, because about a fifth of the Gaussian's area now lies outside the strip.

In the limit $\sigma\to\infty$ the argument of the error function is small, and $\operatorname{erf}(z)\simeq2z/\sqrt\pi$. Then

$$U\to\frac{\sqrt{2\pi}\,\sigma}{W}\,\frac{2}{\sqrt\pi}\,\frac{W}{2\sqrt2\,\sigma}=1,$$

as uniform erosion requires.

## Part (d): a copper target

**Question.** A copper strip has $D=6$ mm and $L=200$ mm. Argon ions of a few hundred eV strike it with a peak current density $J=50$ mA/cm². Take rough values: sputter yield $Y=2$ atoms per ion, density $\rho=9.0$ g/cm³ and molar mass $M=64$ g/mol. Find the time to breakthrough and the sputtered mass, and verify the mass by counting ions.

**Answer.** The atom density is

$$n=\frac{\rho N_A}{M}=\frac{9.0\times6.022\times10^{23}}{64}=8.47\times10^{22}\ \text{cm}^{-3}.$$

The ion flux is $J/e$ for singly charged ions. Each ion removes $Y$ atoms, and each atom occupies a volume $1/n$. The peak recession rate is therefore

$$R=\frac{JY}{en}=\frac{0.050\times2}{1.602\times10^{-19}\times8.47\times10^{22}}\ \text{cm/s}=73.7\ \text{nm/s}.$$

At constant current, breakthrough comes after $D/R=6\times10^6/73.7=8.14\times10^4$ s, about 23 h.

The initial mass is $9.0\times(5\times0.6\times20)=540$ g. The sputtered mass is $0.2507\times540=135$ g.

For the ion count, the total ion current is the peak density times the equivalent width times the length:

$$I_{\rm ion}=0.050\times1.2533\times20=1.253\ \text{A}.$$

The number of ions is $1.253\times8.14\times10^4/(1.602\times10^{-19})=6.37\times10^{23}$. They remove twice as many atoms, or $2.11$ mol, and $2.11\times64=135$ g. The two accounts agree. The third digit serves this comparison; the rough inputs do not predict a real target's mass loss that closely.

## Part (e): sloping walls and redeposition

**Question.** For the copper target, find the steepest wall at breakthrough. Estimate separately how $U$ changes (i) if ions arrive vertically and the yield grows as $1/\cos\theta$, with $\theta$ the angle from the local normal, and (ii) if sputtered atoms stick where they first strike the groove surface again, mostly on the opposite wall.

**Answer.** The final slope has magnitude $(D|x|/\sigma^2)e^{-x^2/2\sigma^2}$. For $x>0$ its derivative is proportional to $1-x^2/\sigma^2$, so the maximum is at $x=\sigma$:

$$|h_x|_{\max}=\frac{D}{\sigma\sqrt e}=\frac{6}{5\times1.649}=0.728,$$

an angle of 36°. This is not a small slope.

**(i) Yield on the walls.** Vertical ions deliver a fixed number per unit horizontal area. The vertical recession is thus proportional to the yield, and $1/\cos\theta=\sqrt{1+h_x^2}$. Use as clock the depth $s$ that the centre would have without corrections, $ds=R\,dt$. Then

$$\frac{\partial h}{\partial s}=g(x)\sqrt{1+h_x^2}.$$

The centre must remain the deepest point if breakthrough is still to occur at $s=D$. Write $p=h_x$ and differentiate the equation with respect to $x$:

$$\frac{\partial p}{\partial s}-\frac{g\,p}{\sqrt{1+p^2}}\frac{\partial p}{\partial x}=g'(x)\sqrt{1+p^2}.$$

Along a path with $dx/ds=-gp/\sqrt{1+p^2}$ this reads $dp/ds=g'\sqrt{1+p^2}$. A path starting at $x>0$ has $p=0$ at first. Since $g'<0$ there, $p$ becomes negative and the path moves outwards, where $g'$ is still negative. So the depth falls away from the centre; the left side follows by symmetry. At the centre $p=0$ and the rate is unchanged.

For a first estimate, expand $\sqrt{1+h_x^2}\simeq1+h_x^2/2$ and insert the uncorrected slope $h_x=-sxg/\sigma^2$. The extra cross-section is

$$\Delta A=\int_0^D\!ds\int_{-\infty}^{\infty}\!dx\;\frac{s^2x^2g^3}{2\sigma^4}
=\frac{D^3}{6\sigma^4}\int_{-\infty}^{\infty}x^2e^{-3x^2/2\sigma^2}dx .$$

The last integrand is $x^2$ times a Gaussian of variance $\sigma^2/3$, whose area is $\sqrt{2\pi}\,\sigma/\sqrt3$. The integral is the variance times the area, $\sqrt{2\pi}\,\sigma^3/(3\sqrt3)$. Dividing $\Delta A$ by the original area $\sqrt{2\pi}\,\sigma D$ gives

$$\frac{\Delta U}{U}\simeq\frac{D^2}{18\sqrt3\,\sigma^2}=\frac{1.44}{31.2}=0.046 .$$

This predicts $U\simeq26.2$ percent. Numerical solution of the full equation gives 26.1 percent. The correction depends on $D/\sigma$, so thickness no longer cancels.

**(ii) Redeposition.** Let atoms leave with a cosine distribution about the local normal: the fraction per solid angle is $\cos\theta/\pi$. For a long groove only the direction projected on the cross-section matters. Let $\phi$ be the projected angle from the normal and $\beta$ the inclination towards the groove's length. Then $\cos\theta=\cos\beta\cos\phi$ and $d\Omega=\cos\beta\,d\beta\,d\phi$. Integrating over $\beta$ gives

$$\frac{d\phi\,\cos\phi}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta=\tfrac12\cos\phi\,d\phi .$$

Seen from the bottom at breakthrough, the walls rise to an elevation $\alpha$ given by

$$\tan\alpha=\max_x\frac{D\,(1-e^{-x^2/2\sigma^2})}{x}.$$

With $q=x^2/2\sigma^2$, setting the derivative to zero gives $2q\,e^{-q}=1-e^{-q}$, or $e^q=1+2q$. The nonzero root is $q=1.2564$, so $x=\sqrt{2q}\,\sigma=7.926$ mm and $\tan\alpha=6\times0.7153/7.926=0.5415$. Atoms escape for $|\phi|<\pi/2-\alpha$, a fraction $\sin(\pi/2-\alpha)=\cos\alpha$. The captured fraction is

$$1-\cos\alpha=1-\frac1{\sqrt{1+0.5415^2}}=0.121 .$$

Direct summation over the landing points also gives 12.1 percent.

To follow the groove in time, the arriving atoms must be subtracted. A wall element of length $d\ell$ at distance $r$ subtends $d\phi=\cos\theta\,d\ell/r$, where $\theta$ is now the arrival angle from its normal. Primes mark the emitting point, and $d\ell=\sqrt{1+h_x^2}\,dx$. With a yield independent of angle,

$$\frac{\partial h}{\partial s}=g(x)-\int g(x')\,\frac{\cos\theta'\cos\theta}{2r}\sqrt{1+h_x^2}\;dx',$$

where the integral covers points that see each other. Here $U$ counts only the net metal removed from the target; atoms that are sputtered and stick again are not counted as removed. Numerical evolution gives $U=24.6$ percent and a life longer by 3.3 percent.

The sign of the change in $U$ can be understood from the uncorrected final profile. Averaged over all emitted atoms, 13.5 percent are captured, so net removal is 86.5 percent of emission. The bottom receives less than 12.1 percent of its own emission: the same geometric factor $\cos\theta'\cos\theta/2r$ governs both directions, but the walls emit less per unit of surface than the bottom. The bottom thus keeps more than 87.9 percent of its recession rate. Removal over the whole groove falls by a larger fraction than removal at the bottom, so the metal removed per unit of bottom depth decreases.

The two effects have opposite signs: the yield on the walls raises $U$ by about 1.1 percentage points, and redeposition lowers it by about 0.5. They were computed separately, so their sum is not a calculated joint result.

## Part (f): narrowing, hot spots and unused metal

**Question.** For the same target, find $U$ when each of these changes is made alone: (i) $\sigma$ falls linearly with central depth from 5 to 4 mm; (ii) the erosion rate along the groove is multiplied by $a(y)=1+0.10\,e^{-(y-L/2)^2/2b^2}$ with $b=10$ mm; (iii) bare margins of 10 mm are added at both ends; (iv) sputtering stops with 0.5 mm of metal left.

**Answer.** (i) Each increment $ds$ of central depth removes an area $\sqrt{2\pi}\,\sigma(s)\,ds$, with negligible tails. The total is $\sqrt{2\pi}\,\bar\sigma D$, where $\bar\sigma$ is the average over depth, here 4.5 mm. Hence

$$U=\frac{2.5066\times4.5}{50}=0.226 .$$

(ii) The hot spot is pierced when the rest has reached only $D/1.10$. The volume is proportional to the mean of $a$, so $U$ is multiplied by $\bar a/a_{\max}$. The hot spot's tails are negligible at the groove ends, and

$$\bar a=1+\frac{0.10\times\sqrt{2\pi}\times10}{200}=1.0125,\qquad
U=0.2507\times\frac{1.0125}{1.10}=0.231 .$$

A short region of fast erosion ends the life of the whole target while adding little sputtered metal.

(iii) The initial volume grows by $220/200$, so $U=0.2507\times200/220=0.228$.

(iv) All depths are scaled by $5.5/6$, so $U=0.2507\times5.5/6=0.230$.

Changes (ii), (iii) and (iv) act as independent factors while the cross-section keeps its Gaussian shape. Together they give $0.2507\times0.9205\times0.9091\times0.9167=0.192$, or about 19 percent.

**Comparison with a real target.** A planar magnetron usually has a closed racetrack. The model is an idealisation of its straight legs, with each leg assigned its own 50 mm strip. The 25 percent found here is no prediction for such a target, because the value follows from the chosen ratio $\sigma/W=0.1$. Real devices break the assumption of a fixed lateral shape, since the field at the surface changes as the metal recedes towards the magnets; the assumed narrowing in (f) lowers $U$ from 25.1 to 22.6 percent. They also erode unevenly along the track, which costs two percentage points for the assumed hot spot. The end turns are eroded too, so treating the ends as bare metal is a simplification. The $1/\cos\theta$ yield, the cosine emission and complete sticking are model choices, not measured properties of copper at this energy. The redeposition estimate also assumes straight flight; atoms scattered back to the target by the gas are left out. Vertical arrival of the ions is also an assumption. For 50 mA/cm² and 300 to 400 V, Child's law for a collisionless sheath gives a thickness of 0.3 to 0.4 mm at the centre. This is much less than the groove's final radius of curvature there, $\sigma^2/D=4.2$ mm, so the sheath tends to follow the groove and the ions arrive closer to the local normal.

What then happens to the gain found in (e)(i) depends on how the current is shared. Suppose the yield is that of normal incidence everywhere. If the ion flux per unit of actual surface keeps the shape $g(x)$, the wall recedes along its normal in proportion to $g$. Its vertical recession is then $g\sqrt{1+h_x^2}$, the same equation as before, and the gain remains. If instead the current per unit of horizontal width stays fixed, the factor $\sqrt{1+h_x^2}$ is absent and so is the gain. The model does not decide between these cases. The main values are collected in the numerical output below.

## Computed values

```
Strip width: 50 mm; groove standard deviation: 5 mm
Thickness: 6 mm; groove length: 200 mm
Half width in standard deviations: 5.0
Full width at half maximum: 11.77 mm
Equivalent slot width: 12.533 mm
Utilisation, full formula: 25.066 %
Utilisation, tails to infinity: 25.066 %
Relative tail loss: 5.73e-07
Marched utilisation, thickness 3 mm: 25.066 %
Marched utilisation, thickness 6 mm: 25.066 %
Marched utilisation, thickness 12 mm: 25.066 %
Utilisation, groove displaced 10 mm: 25.032 %
Sigma 20 mm, full formula: 79.08 %
Sigma 20 mm, tails to infinity: 100.27 %
Copper density (rough): 9.0 g/cm3
Copper molar mass (rough): 64 g/mol
Sputter yield (rough): 2 atoms/ion
Peak ion current density (rough): 50 mA/cm2
Atom density: 8.47e+22 1/cm3
Peak recession rate: 73.7 nm/s
Time to breakthrough: 22.6 h
Total ion current: 1.253 A
Initial mass: 540 g; sputtered: 135.4 g
Sputtered mass by ion count: 135.4 g
Steepest final slope: 0.728
Steepest final angle: 36.0 deg
Utilisation with wall-slope yield: 26.13 %
Final capture from groove bottom: 12.1 %
Same from horizon angle: 12.1 %
Final capture, flux average: 13.5 %
Utilisation with redeposition: 24.6 %
Same on coarse grid: 24.6 %
Life factor with redeposition: 1.033
Utilisation, sigma falling to 4 mm: 22.56 %
Hot spot: 10 % excess, std dev 10 mm
Utilisation with hot spot: 23.07 %
Utilisation, 10 mm bare ends: 22.79 %
Utilisation, 0.5 mm reserve: 22.98 %
```
